# Nitrogen Uptake by Metal with a Finite Surface Reaction Rate: a program that tests the result

```python
"""Nitrogen uptake by an initially nitrogen-free semi-infinite metal.
Result under test: cs = ceq*(1 - exp(z^2)*erfc(z)), z = k*sqrt(t/D),
for diffusion c_t = D*c_xx with surface flux -D*c_x = k*(ceq - cs).
D: diffusivity, k: surface rate coefficient, ceq: gas-equilibrium
concentration, cs: surface concentration, t: time, x: depth.
Units: micrometre, second, and nitrogen atoms per 100 iron atoms.
erfcx(z) denotes exp(z^2)*erfc(z), evaluated without overflow.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

# Rough typical values for gas nitriding of pure ferritic iron
temperature = 823.0
D = 8.0
k = 0.02
ceq = 0.2
solubility = 0.3
hour = 3600.0


def surface_fraction(t, diffusivity=D, rate=k):
    return 1.0 - erfcx(rate * np.sqrt(t / diffusivity))


def profile_fraction(x, t):
    xi = x / (2 * np.sqrt(D * t))
    z = k * np.sqrt(t / D)
    return erfc(xi) - np.exp(-xi**2) * erfcx(xi + z)


def uptake(t):
    z = k * np.sqrt(t / D)
    return ceq * D / k * (erfcx(z) - 1 + 2 * z / np.sqrt(np.pi))


class FiniteVolume:
    """Slab with uptake at x=0 and zero flux at x=depth."""

    def __init__(self, depth, nodes):
        self.x = np.linspace(0, depth, nodes)
        dx = self.x[1]
        self.width = np.full(nodes, dx)
        self.width[[0, -1]] = dx / 2
        diagonal = np.full(nodes, 2 * D / dx)
        diagonal[0] = D / dx + k
        diagonal[-1] = D / dx
        root = np.sqrt(self.width)
        off = -D / dx / (root[:-1] * root[1:])
        self.rates, self.modes = eigh_tridiagonal(
            diagonal / self.width, off)
        self.root = root
        self.start = self.modes.T @ root

    def fraction(self, t):
        decay = np.exp(-self.rates * t) * self.start
        return 1.0 - (self.modes @ decay) / self.root


# Diffusion calculation from the balance and flux law alone
thick = FiniteVolume(5000.0, 2001)
times = np.array([0.25, 1.0, 4.0, 10.0]) * hour
numerical_surface = []
for t in times:
    c = thick.fraction(t)
    numerical_surface.append(c[0])
    assert abs(c[0] - surface_fraction(t)) < 1e-4
    assert np.max(np.abs(c - profile_fraction(thick.x, t))) < 2e-4
    total = ceq * np.sum(thick.width * c)
    assert abs(total / uptake(t) - 1) < 1e-3
    # The combination c - (D/k)*c_x must be a fixed-surface-value solution
    v = c - D / k * np.gradient(c, thick.x, edge_order=2)
    v_expected = erfc(thick.x / (2 * np.sqrt(D * t)))
    assert np.max(np.abs(v - v_expected)) < 2e-3
assert np.all(np.diff(numerical_surface) > 0)


# Integral solution evaluated by quadrature
def integral_fraction(xi, z):
    return quad(lambda u: np.exp(-u) * erfc(xi + u / (2 * z)),
                0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]


for x in (0.0, 200.0, 800.0):
    for t in times:
        value = integral_fraction(x / (2 * np.sqrt(D * t)),
                                  k * np.sqrt(t / D))
        assert abs(value - profile_fraction(x, t)) < 1e-7

# Bounds that contain the short-time and long-time laws
for z in (0.05, 0.2, 1.0, 5.0, 20.0):
    f = integral_fraction(0.0, z)
    early = 2 * z / np.sqrt(np.pi)
    late = 1 / (np.sqrt(np.pi) * z)
    assert early - z**2 < f < early
    assert late * (1 - 1 / (2 * z**2)) < 1 - f < late

# Times to reach chosen fractions
t50 = brentq(lambda t: surface_fraction(t) - 0.5, 1, 1e8)
t90 = brentq(lambda t: surface_fraction(t) - 0.9, 1, 1e8)
assert abs(thick.fraction(t50)[0] - 0.5) < 1e-4

# Finite sheet, nitrided on both faces
half_thickness = 1000.0
sheet = FiniteVolume(half_thickness, 801)
t_end = times[-1]
sheet_end = sheet.fraction(t_end)
sheet_late = sheet.fraction(t90)
sheet_uptake = ceq * np.sum(sheet.width * sheet_end)


# Extra loss k*share*cs^2/ceq from recombination to molecular nitrogen
def surface_with_loss(share):
    nodes = 801
    dx = 5000.0 / (nodes - 1)

    def rhs(t, c):
        flow = D * (c[:-1] - c[1:]) / dx
        change = np.zeros_like(c)
        change[:-1] -= flow
        change[1:] += flow
        change[0] += k * (1 - c[0]) - k * share * c[0]**2
        change /= dx
        change[[0, -1]] *= 2
        return change

    result = solve_ivp(rhs, (0, t_end), np.zeros(nodes),
                       method="LSODA", lband=1, uband=1,
                       rtol=1e-6, atol=1e-9)
    assert result.success
    return result.y[0, -1]


loss_share = 0.1
assert abs(surface_with_loss(0.0) - surface_fraction(t_end)) < 5e-4
with_loss = surface_with_loss(loss_share)

# Richer gas: time at which the surface reaches the solubility limit
rich_ceq = 1.0
t_nitride = brentq(
    lambda t: rich_ceq * surface_fraction(t) - solubility, 1, 1e7)

# Trapping capacity: one nitrogen atom per chromium atom
chromium = 1.0
trap_depth = uptake(t_end) / chromium

# Temperature error and room-temperature motion
kB_eV = const.k / const.e
energy_D, energy_k = 0.8, 1.0
cooler = temperature - 10.0
inverse_shift = (1 / cooler - 1 / temperature) / kB_eV
D_cool = D * np.exp(-energy_D * inverse_shift)
k_cool = k * np.exp(-energy_k * inverse_shift)
cool_surface = surface_fraction(t_end, D_cool, k_cool)
use_temperature = 300.0
D_use = D * np.exp(-energy_D / kB_eV
                   * (1 / use_temperature - 1 / temperature))
length_use = np.sqrt(D_use * const.year)

# Atomic density, mass uptake and ammonia supply
lattice_nm = 0.287
iron_density = 2 / (lattice_nm * 1e-9)**3
atoms_area = uptake(t_end) * 1e-6 / 100 * iron_density
nitrogen_mass_u = 14.007
mass_area = atoms_area * nitrogen_mass_u * const.atomic_mass * 1000
ammonia_torr = 150.0
gas_D_cm2 = 1.0
layer_cm = 1.0
gas_density = ammonia_torr * const.torr / (const.k * temperature)
gas_supply = gas_D_cm2 * 1e-4 * gas_density / (layer_cm * 1e-2)
initial_flux = k * 1e-6 * ceq / 100 * iron_density
supply_ratio = initial_flux / gas_supply

print(f"temperature: {temperature:.0f} K")
print(f"D: {D:.1f} um2/s")
print(f"k: {k:.3f} um/s")
print(f"ceq: {ceq:.2f} N per 100 Fe")
print(f"rough solubility limit: {solubility:.2f} N per 100 Fe")
print(f"length D/k: {D/k:.0f} um")
print(f"time D/k^2: {D/k**2/hour:.2f} h")
for t, numerical in zip(times, numerical_surface):
    z = k * np.sqrt(t / D)
    print(f"t={t/hour:.2f} h: z={z:.4f}, "
          f"cs/ceq={surface_fraction(t):.4f}, numerical={numerical:.4f}")
print(f"cs at 10 h: {ceq*surface_fraction(t_end):.4f} N per 100 Fe")
print(f"sqrt(Dt) at 10 h: {np.sqrt(D*t_end):.0f} um")
for x in (200.0, 500.0, 1000.0):
    print(f"c/ceq at 10 h, x={x:.0f} um: {profile_fraction(x,t_end):.4f}")
print(f"uptake at 10 h: {uptake(t_end):.2f} um*(N per 100 Fe)")
print(f"iron lattice constant, rough: {lattice_nm:.3f} nm")
print(f"mass uptake at 10 h: {mass_area:.2f} g/m2")
print(f"time to cs/ceq=0.5: {t50/hour:.2f} h")
print(f"time to cs/ceq=0.9: {t90/hour:.1f} h")
print(f"sqrt(Dt) at the 0.9 time: {np.sqrt(D*t90):.0f} um")
print(f"sheet thickness: {2*half_thickness/1000:.1f} mm")
print(f"sheet cs/ceq at 10 h: {sheet_end[0]:.4f}")
print(f"sheet centre c/ceq at 10 h: {sheet_end[-1]:.4f}")
print(f"sheet uptake per face, 10 h: {sheet_uptake:.2f} um*(N per 100 Fe)")
print(f"sheet cs/ceq at the 0.9 time: {sheet_late[0]:.4f}")
print(f"richer gas ceq: {rich_ceq:.1f} N per 100 Fe")
print(f"richer gas, time to solubility limit: {t_nitride/hour:.2f} h")
print(f"assumed N2 loss at cs=ceq, over k*ceq: {loss_share:.2f}")
print(f"cs/ceq at 10 h with N2 loss: {with_loss:.4f}")
print(f"assumed chromium content: {chromium:.1f} Cr per 100 Fe")
print(f"depth whose Cr could bind 10 h uptake: {trap_depth:.0f} um")
print(f"assumed activation energy of D: {energy_D:.1f} eV")
print(f"assumed activation energy of k: {energy_k:.1f} eV")
print(f"cs/ceq at 10 h, {cooler:.0f} K: {cool_surface:.4f}")
print(f"ammonia pressure: {ammonia_torr:.0f} Torr")
print(f"rough gas diffusivity: {gas_D_cm2:.1f} cm2/s")
print(f"stagnant gas layer: {layer_cm:.1f} cm")
print(f"initial uptake / gas supply: {supply_ratio:.2e}")
print(f"temperature of use: {use_temperature:.0f} K")
print(f"sqrt(Dt) in one year of use: {length_use:.2f} um")
print("tests ok")
```

Printed output:

```
temperature: 823 K
D: 8.0 um2/s
k: 0.020 um/s
ceq: 0.20 N per 100 Fe
rough solubility limit: 0.30 N per 100 Fe
length D/k: 400 um
time D/k^2: 5.56 h
t=0.25 h: z=0.2121, cs/ceq=0.2006, numerical=0.2006
t=1.00 h: z=0.4243, cs/ceq=0.3433, numerical=0.3433
t=4.00 h: z=0.8485, cs/ceq=0.5272, numerical=0.5272
t=10.00 h: z=1.3416, cs/ceq=0.6505, numerical=0.6505
cs at 10 h: 0.1301 N per 100 Fe
sqrt(Dt) at 10 h: 537 um
c/ceq at 10 h, x=200 um: 0.4859
c/ceq at 10 h, x=500 um: 0.2866
c/ceq at 10 h, x=1000 um: 0.0915
uptake at 10 h: 69.07 um*(N per 100 Fe)
iron lattice constant, rough: 0.287 nm
mass uptake at 10 h: 1.36 g/m2
time to cs/ceq=0.5: 3.29 h
time to cs/ceq=0.9: 171.4 h
sqrt(Dt) at the 0.9 time: 2222 um
sheet thickness: 2.0 mm
sheet cs/ceq at 10 h: 0.6545
sheet centre c/ceq at 10 h: 0.1830
sheet uptake per face, 10 h: 68.97 um*(N per 100 Fe)
sheet cs/ceq at the 0.9 time: 0.9992
richer gas ceq: 1.0 N per 100 Fe
richer gas, time to solubility limit: 0.69 h
assumed N2 loss at cs=ceq, over k*ceq: 0.10
cs/ceq at 10 h with N2 loss: 0.6276
assumed chromium content: 1.0 Cr per 100 Fe
depth whose Cr could bind 10 h uptake: 69 um
assumed activation energy of D: 0.8 eV
assumed activation energy of k: 1.0 eV
cs/ceq at 10 h, 813 K: 0.6234
ammonia pressure: 150 Torr
rough gas diffusivity: 1.0 cm2/s
stagnant gas layer: 1.0 cm
initial uptake / gas supply: 1.92e-04
temperature of use: 300 K
sqrt(Dt) in one year of use: 0.85 um
tests ok
```
